# From LAPW Potential Components to the Field Gradient and Quadrupole Splitting

## The question

In an LAPW calculation the electrostatic potential inside the sphere around a nucleus is stored as

$$\Phi(\mathbf r)=\sum_{LM}V_{LM}(r)\,Y_{LM}(\theta,\varphi).$$

Here $\Phi$ is the potential energy of a positive unit test charge in atomic units, and the field of the nucleus at the origin has been removed. The harmonics are complex, with

$$Y_{20}=\sqrt{\tfrac{5}{16\pi}}\,(3\cos^2\theta-1),\quad Y_{21}=-\sqrt{\tfrac{15}{8\pi}}\,\sin\theta\cos\theta\,e^{i\varphi},\quad Y_{22}=\sqrt{\tfrac{15}{32\pi}}\,\sin^2\theta\,e^{2i\varphi},$$

and $Y_{2,-M}=(-1)^MY_{2M}^*$. Close to the nucleus the electrons are treated nonrelativistically, so that the $L=2$ part of the charge density starts as $r^2$. Define

$$v_M=\lim_{r\to0}\frac{V_{2M}(r)}{r^2},\qquad V_{ij}=\left[\frac{\partial^2\Phi}{\partial x_i\partial x_j}-\frac{\delta_{ij}}{3}\nabla^2\Phi\right]_{\mathbf r=0}.$$

The data are round model parameters, taken as given without error:

$$v_0=0.40,\qquad v_1=0.15+0.10\,i,\qquad v_2=-0.25+0.05\,i\quad\text{(a.u.)}.$$

The nucleus has spin $I=3/2$ and quadrupole moment $Q=0.20$ barn.

## Part (a)

*How many independent real numbers do the five $v_M$ contain? Express $V_{ij}$ through them, and explain why no other $L$ enters.*

**Answer.** The potential is real. Conjugating its $L=2$ part gives

$$\sum_M v_M^*Y_{2M}^*=\sum_M v_M^*(-1)^M Y_{2,-M}.$$

Comparison with the original sum, harmonic by harmonic, requires $v_{-M}=(-1)^Mv_M^*$. Hence $v_0$ is real, while $v_1$ and $v_2$ are complex and fix $v_{-1}$ and $v_{-2}$. That makes five real numbers, as many as a traceless symmetric $3\times3$ tensor has.

The terms $M$ and $-M$ are complex conjugates of each other, so each pair adds up to $2\,\mathrm{Re}(v_MY_{2M})$. With $x+iy=r\sin\theta\,e^{i\varphi}$ and $z=r\cos\theta$,

$$r^2Y_{20}=\sqrt{\tfrac{5}{16\pi}}\,(2z^2-x^2-y^2),$$
$$r^2Y_{21}=-\sqrt{\tfrac{15}{8\pi}}\,(x+iy)z,\qquad r^2Y_{22}=\sqrt{\tfrac{15}{32\pi}}\,(x+iy)^2.$$

The real parts needed are

$$\mathrm{Re}[v_1(x+iy)z]=xz\,\mathrm{Re}\,v_1-yz\,\mathrm{Im}\,v_1,$$
$$\mathrm{Re}[v_2(x+iy)^2]=(x^2-y^2)\,\mathrm{Re}\,v_2-2xy\,\mathrm{Im}\,v_2.$$

Since $2\sqrt{15/8\pi}=\sqrt{15/2\pi}$ and $2\sqrt{15/32\pi}=\tfrac12\sqrt{15/2\pi}$, the abbreviation $c=\sqrt{15/2\pi}$ gives the quadratic potential

$$\Phi_2=\sqrt{\tfrac{5}{16\pi}}\,v_0(2z^2-x^2-y^2)-c\,(xz\,\mathrm{Re}\,v_1-yz\,\mathrm{Im}\,v_1)+\tfrac c2(x^2-y^2)\mathrm{Re}\,v_2-c\,xy\,\mathrm{Im}\,v_2 .$$

Two differentiations turn $2z^2$ into $4$, and $4\sqrt{5/16\pi}=\sqrt{5/\pi}$. Therefore

$$V_{zz}=\sqrt{\tfrac5\pi}\,v_0,\quad V_{xx}=-\tfrac12\sqrt{\tfrac5\pi}\,v_0+c\,\mathrm{Re}\,v_2,\quad V_{yy}=-\tfrac12\sqrt{\tfrac5\pi}\,v_0-c\,\mathrm{Re}\,v_2,$$
$$V_{xy}=-c\,\mathrm{Im}\,v_2,\qquad V_{xz}=-c\,\mathrm{Re}\,v_1,\qquad V_{yz}=+c\,\mathrm{Im}\,v_1 .$$

The diagonal elements add up to zero, as they must.

The other $L$ drop out for these reasons. The $L=1$ part is linear in the coordinates with corrections of order $r^3$, and the parts with $L\ge3$ start at $r^3$ or higher; all their second derivatives vanish at the origin. The $L=0$ part contains a term $br^2$. Poisson's equation gives $6b=-4\pi\rho(0)$, where $\rho$ is the electronic charge density, so this term adds $2b\,\delta_{ij}=-\tfrac{4\pi}{3}\rho(0)\,\delta_{ij}$ to the second derivatives. This is the isotropic piece that the definition of $V_{ij}$ subtracts.

The limit $r\to0$ matters because electrons inside the sphere add a further term to $V_{2M}$. For a density component $kr^2$ the radial equation is

$$V''+\frac2rV'-\frac6{r^2}V=-4\pi kr^2 .$$

Inserting $V=\beta r^4$ gives $(12+8-6)\beta=-4\pi k$, so $\beta=-2\pi k/7$. The ratio $V_{2M}/r^2$ taken at finite $r$ is thus wrong by a term of order $r^2$. The numerical output contains a test of this with smooth charge clouds overlapping the nucleus: halving $r$ from 0.06 to 0.03 bohr reduces the error by a factor 4.004. Those clouds are about one bohr wide. Near a nucleus of charge $Z$ the orbitals vary on the scale $a_0/Z$, and the $r^2$ law sets in only for $r\ll a_0/Z$. For a hydrogen-like $2p_z$ density with $Z=33$, the same halving gives a factor of only 2.4, and the ratio at 0.03 bohr is still 20% too small in magnitude. A second test, with distant point charges, compares the map with the directly summed tensor.

With relativistic orbitals and a point nucleus the powers of $r$ near the origin change, and the expansion used here would have to be examined anew.

## Part (b)

*Evaluate the tensor in the crystal frame.*

**Answer.** The constants are $\sqrt{5/\pi}=1.26157$ and $c=1.54510$. Then, in atomic units,

$$V_{zz}=1.26157\times0.40=0.5046,$$
$$V_{xx}=-0.2523+1.54510\times(-0.25)=-0.2523-0.3863=-0.6386,$$
$$V_{yy}=-0.2523+0.3863=0.1340,$$
$$V_{xy}=-1.54510\times0.05=-0.0773,$$
$$V_{xz}=-1.54510\times0.15=-0.2318,\qquad V_{yz}=1.54510\times0.10=0.1545 .$$

The trace is $-0.6386+0.1340+0.5046=0$. All off-diagonal elements differ from zero, so none of the crystal axes is a principal axis.

## Part (c)

*Label the principal values so that $|V_{zz}|\ge|V_{yy}|\ge|V_{xx}|$ and define $\eta=(V_{xx}-V_{yy})/V_{zz}$. Express $\mathrm{Tr}\,V^2$ through the $v_M$, solve the characteristic equation in closed form, and find $V_{zz}$, its axis and $\eta$ for the data.*

**Answer.** Write $A=\sqrt{5/\pi}\,v_0$ and $B=c\,\mathrm{Re}\,v_2$. The squares of the diagonal elements sum to

$$\left(-\tfrac A2+B\right)^2+\left(-\tfrac A2-B\right)^2+A^2=\tfrac32A^2+2B^2,$$

and each off-diagonal element counts twice. Hence

$$\mathrm{Tr}\,V^2=\tfrac32\cdot\tfrac5\pi v_0^2+2c^2\left(|v_2|^2+|v_1|^2\right)=\frac{15}{2\pi}\sum_{M=-2}^{2}|v_M|^2 .$$

For a traceless matrix the characteristic equation has no quadratic term, and the coefficient of $\lambda$ is $\tfrac12[(\mathrm{Tr}V)^2-\mathrm{Tr}V^2]=-\tfrac12\mathrm{Tr}V^2$. With $m=\sqrt{\mathrm{Tr}V^2/6}$, taken nonzero,

$$\lambda^3-3m^2\lambda-\det V=0 .$$

Let $s=\pm1$ be the sign of $\det V$ (either choice serves if $\det V=0$) and set $\lambda=2sm\cos\alpha$. Because $s^3=s$,

$$\lambda^3-3m^2\lambda=2sm^3(4\cos^3\alpha-3\cos\alpha)=2sm^3\cos3\alpha,$$

so that

$$\cos3\alpha=\frac{|\det V|}{2m^3}.$$

The right side does not exceed 1. The cubic has its turning points at $\lambda=\mp m$, with values $\pm2m^3-\det V$. A symmetric real matrix has three real eigenvalues, which requires the first value to be nonnegative and the second nonpositive.

Let $a=\tfrac13\arccos(|\det V|/2m^3)$, which lies between $0$ and $30^\circ$. The three solutions are $\alpha=a$ and $\alpha=a\pm120^\circ$. Their cosines are

$$\cos a,\qquad \cos(a+120^\circ)=-\cos(60^\circ-a),\qquad \cos(a-120^\circ)=-\cos(60^\circ+a).$$

In magnitude the first is at least $\sqrt3/2$, the second lies between $1/2$ and $\sqrt3/2$, and the third is at most $1/2$. This fixes the labels:

$$V_{zz}=2sm\cos a,\quad V_{yy}=2sm\cos(a+120^\circ),\quad V_{xx}=2sm\cos(a-120^\circ).$$

The asymmetry parameter is

$$\eta=\frac{\cos(a-120^\circ)-\cos(a+120^\circ)}{\cos a}=\frac{2\sin a\sin120^\circ}{\cos a}=\sqrt3\tan a ,$$

which runs from 0 at $a=0$ to 1 at $a=30^\circ$.

For the data,

$$\sum_M|v_M|^2=0.16+2(0.0225+0.0100)+2(0.0625+0.0025)=0.3550,$$

so $\mathrm{Tr}V^2=1.54510^2\times0.3550=0.8475$ and $m=\sqrt{0.8475/6}=0.37583$. The determinant is

$$\det V=V_{xx}(V_{yy}V_{zz}-V_{yz}^2)-V_{xy}(V_{xy}V_{zz}-V_{yz}V_{xz})+V_{xz}(V_{xy}V_{yz}-V_{yy}V_{xz})$$
$$=-0.0279-0.0002-0.0044\approx-0.0326,$$

where the sum of the unrounded terms is $-0.032598$. Then $|\det V|/2m^3=0.30703$ and $a=24.040^\circ$. The sign is $s=-1$, so

$$V_{zz}=-2\times0.37583\cos24.040^\circ=-0.6865\ \text{a.u.},$$

and likewise $V_{yy}=0.60842$ and $V_{xx}=0.07805$ a.u. The asymmetry is $\eta=\sqrt3\tan24.040^\circ=0.773$.

The axis $\mathbf n$ obeys $(V-V_{zz}\mathbb 1)\mathbf n=0$, with the principal value $V_{zz}$ inserted. It is perpendicular to every row of that matrix. For these data the first two rows are not parallel, so their normalized cross product gives it (if they were parallel, another pair of rows would be needed):

$$\mathbf n=(0.9813,\;0.0579,\;0.1834).$$

As a check, the first row of $V\mathbf n$ is $-0.6386\times0.9813-0.0773\times0.0579-0.2318\times0.1834=-0.674$, which agrees with $-0.6865\times0.9813$. The axis makes an angle of $79.4^\circ$ with crystal $z$ and lies close to crystal $x$, whose diagonal element was already the largest in magnitude. The crystal-frame element $0.5046$ and the principal value $-0.6865$ share the name $V_{zz}$ but refer to different directions, and here they differ even in sign.

## Part (d)

*The coupling constant is $C_Q=eQV_{zz}/h$, with the principal $V_{zz}$. Find the factor that gives $C_Q$ in MHz when $Q$ is in barn and $V_{zz}$ in atomic units, and evaluate $C_Q$. What changes if the stored potential is the electron's potential energy in rydberg?*

**Answer.** The atomic unit of potential is $E_h/e$ and that of length is $a_0$, so the unit of field gradient is $E_h/(ea_0^2)$. The elementary charge cancels:

$$\frac{e\,(1\ \text{barn})}{h}\,\frac{E_h}{ea_0^2}=\frac{E_h}{h}\,\frac{10^{-28}\,\text{m}^2}{a_0^2}=234.96\ \text{MHz}.$$

The factor is the hartree expressed as a frequency, reduced by the ratio of a nuclear area to an atomic area. For the data,

$$C_Q=234.96\times0.20\times(-0.6865)=-32.26\ \text{MHz}.$$

In SI units the principal value is $V_{zz}=-6.671\times10^{21}\ \text{V/m}^2$. Had the crystal-frame element been inserted instead, the result would have been $+23.71$ MHz, wrong in size and in sign.

The electron has charge $-e$, so its potential energy is $-\Phi$ in hartree, and the same energy has twice the numerical value in rydberg. Such components must be multiplied by $-\tfrac12$ before they enter the formulas of part (a). Only the electrostatic part may be used; an exchange-correlation potential stored with it does not belong to the field gradient. If the factor is forgotten, $V_{zz}$ and $C_Q$ come out with the opposite sign and twice the size. The asymmetry $\eta$ is unaffected, because it is a ratio of principal values. A correct $\eta$ is therefore no evidence that the sign and the energy unit were handled correctly.

## Part (e)

*Derive the zero-field splitting of the $I=3/2$ nucleus and evaluate it. Show that it can be found without diagonalizing $V_{ij}$.*

**Answer.** Let the nucleus have charge density $\rho_n$. The second-order term of its energy in the potential is $\tfrac12\sum_{ij}\partial_i\partial_j\Phi\int\rho_nx_ix_j\,d^3r$. With

$$Q_{ij}=\int\rho_n(3x_ix_j-r^2\delta_{ij})\,d^3r,$$

it becomes $\tfrac16\sum_{ij}Q_{ij}\,\partial_i\partial_j\Phi$ plus a term $\tfrac16\nabla^2\Phi\int\rho_nr^2d^3r$ that does not depend on orientation. Since $Q_{ij}$ is traceless, the isotropic part of $\partial_i\partial_j\Phi$ drops out of the first term, and the orientation energy is $\tfrac16\sum_{ij}Q_{ij}V_{ij}$.

Within the states of one spin $I$, the Wigner–Eckart theorem makes $Q_{ij}$ proportional to the traceless symmetric product of spin components:

$$Q_{ij}=K\left[\tfrac32(I_iI_j+I_jI_i)-\delta_{ij}I(I+1)\right].$$

The moment $Q$ is defined by $\langle Q_{zz}\rangle=eQ$ in the state $M_I=I$. There the bracket equals $3I^2-I(I+1)=I(2I-1)$, so $K=eQ/[I(2I-1)]$.

In the principal axes the terms with $I(I+1)$ cancel because $\sum_kV_{kk}=0$, and

$$H=\frac{eQ}{2I(2I-1)}\sum_kV_{kk}I_k^2 .$$

The definition of $\eta$ and the zero trace give $V_{xx}=-\tfrac12(1-\eta)V_{zz}$ and $V_{yy}=-\tfrac12(1+\eta)V_{zz}$. With $I_x^2+I_y^2=I(I+1)-I_z^2$,

$$\frac Hh=\frac{C_Q}{4I(2I-1)}\left[3I_z^2-I(I+1)+\eta(I_x^2-I_y^2)\right].$$

For $I=3/2$ the prefactor is $C_Q/12$. The diagonal entries of the bracket are $\tfrac{27}4-\tfrac{15}4=3$ for $M_I=\pm\tfrac32$ and $\tfrac34-\tfrac{15}4=-3$ for $M_I=\pm\tfrac12$. The operator $I_x^2-I_y^2=\tfrac12(I_+^2+I_-^2)$ changes $M_I$ by two, with

$$\langle\tfrac32|\tfrac12I_+^2|-\tfrac12\rangle=\tfrac12\cdot2\cdot\sqrt3=\sqrt3,$$

and the same value between $\tfrac12$ and $-\tfrac32$. Each of the two $2\times2$ blocks has diagonal entries $\pm3$ and off-diagonal entry $\sqrt3\,\eta$, hence eigenvalues $\pm\sqrt{9+3\eta^2}$. The levels form two doublets separated by

$$\nu=\frac{|C_Q|}{12}\cdot6\sqrt{1+\frac{\eta^2}3}=\frac{|C_Q|}2\sqrt{1+\frac{\eta^2}3}.$$

Numerically, $\nu=\tfrac12\times32.259\times\sqrt{1+0.7726^2/3}=17.66$ MHz.

From part (c), $1+\eta^2/3=1+\tan^2a=1/\cos^2a$ and $|V_{zz}|=2m\cos a$. The angle cancels:

$$\nu=234.96\ \text{MHz}\times|Q|\,m,\qquad m=\sqrt{\frac5{4\pi}\sum_M|v_M|^2},$$

with $Q$ in barn and $m$ in atomic units. This gives $234.96\times0.20\times0.37583=17.66$ MHz directly from the five components. Diagonalizing the spin Hamiltonian in the unrotated crystal frame gives the same frequency.

The cancellation also limits what the measurement can tell. The single frequency $\nu$ fixes the overall size $m$, but neither $\eta$ nor the sign of $V_{zz}$. As $\eta$ runs from 1 to 0, the same $\nu$ is compatible with any $|C_Q|$ from $\sqrt3\,\nu$ to $2\nu$, here from 30.6 to 35.3 MHz.

## Part (f)

*Discuss (i) a site with a threefold or higher rotation axis along $z$, and (ii) a site where $v_{\pm2}$, taken real, are the only nonzero components.*

**Answer.** (i) A rotation by $2\pi/n$ about $z$ multiplies $v_M$ by a phase factor $e^{\pm2\pi iM/n}$. An invariant potential can keep $v_M$ only if this factor is 1. For $n\ge3$ that excludes $M=\pm1$ and $M=\pm2$, so only $v_0$ survives. The tensor is diagonal with elements $(-\tfrac12,-\tfrac12,1)\sqrt{5/\pi}\,v_0$. Crystal $z$ is then the principal axis, $\eta=0$, and reading off the $zz$ element is justified. At a cubic site there are several such axes in different directions. A nonzero tensor would need its unique axis along each of them, so it must vanish.

(ii) The tensor is diagonal with elements $c\,v_2$, $-c\,v_2$ and $0$ along $x$, $y$ and $z$. The determinant is zero, hence $a=30^\circ$ and $\eta=1$. The crystal-frame $zz$ element vanishes although the spin levels of the nucleus are split, with $m=c|v_2|/\sqrt3$. Two principal values are equal in magnitude and opposite in sign, so the sign of $V_{zz}$ is a matter of labelling. Close to this case a small change of the potential can reverse the sign of the reported $V_{zz}$ and turn its axis by $90^\circ$, while the tensor itself changes little. For $\eta$ near 1, two calculations should therefore be compared through all three principal values and their axes.

## Table of computed values

```
input v_0 = 0.40 a.u.
input v_1 = 0.15 +0.10 i a.u.
input v_2 = -0.25 +0.05 i a.u.
input Q = 0.20 barn, spin I = 1.5
sqrt(5/pi) = 1.26157
sqrt(15/(2 pi)) = 1.54510
crystal-frame V_xx = -0.63859 a.u.
crystal-frame V_yy = 0.13396 a.u.
crystal-frame V_zz = 0.50463 a.u.
crystal-frame V_xy = -0.07725 a.u.
crystal-frame V_xz = -0.23176 a.u.
crystal-frame V_yz = 0.15451 a.u.
sum over M of |v_M|^2 = 0.3550 a.u.
Tr V^2 = 0.84750 a.u.
det V = -0.032598 a.u.
m = 0.37583 a.u.
|det V|/(2 m^3) = 0.30703
angle a = 24.040 degrees
principal V_xx = 0.07805 a.u.
principal V_yy = 0.60842 a.u.
principal V_zz = -0.68647 a.u.
principal V_zz = -6.6706e+21 V/m^2
eta = 0.7726
principal z axis = (0.9813, 0.0579, 0.1834)
its angle to crystal z = 79.43 degrees
conversion factor = 234.9648 MHz/(barn a.u.)
C_Q = -32.259 MHz
wrong C_Q from crystal-frame zz = 23.714 MHz
nu from C_Q and eta = 17.661 MHz
nu from spin Hamiltonian = 17.661 MHz
point-charge test, largest error = 1.5e-15 a.u.
cloud test, trace of Hessian = 1.20948 a.u.
cloud test, -4 pi density = 1.20949 a.u.
cloud test, error ratio on halving r = 4.004
cloud test, error after extrapolation = 9.4e-08 a.u.
```
